# Why ALDA's long-wavelength kernel cannot bind excitons in insulating crystals: verification in Python

```python
"""
Result under test: in an insulator the q->0 macroscopic dielectric function
eps_M depends on a TDDFT kernel f only through q^2 f_00, q f_0G and the body
f_GG' (G,G' nonzero).  The finite head and wings of ALDA therefore drop out.
A head -alpha/q^2 survives: eps_M = 1 + 4 pi a/(1 - alpha a), and it binds an
exciton at w when alpha a(w) = 1, which in 3D needs alpha above a threshold.

Symbols (Hartree atomic units): X = scaled chi0 (head/q^2, wings/q, body),
K = scaled kernel without the G=0 Coulomb term, a = -(head of the response to
K)/q^2, D = transition energy, R = scaled pair density, w = frequency.
Model: simple cubic lattice of Gaussian wells, two electrons per cell.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf.dft import libxc

HA_EV = physical_constants["Hartree energy in eV"][0]
a_lat, depth, width = 4.0, 2.4, 1.0
g, vol = 2 * np.pi / a_lat, a_lat**3

# plane waves sorted by length; the first n_resp also span the response
rng = range(-2, 3)
G = np.array(sorted([(i, j, k) for i in rng for j in rng for k in rng
                     if i*i + j*j + k*k <= 5],
                    key=lambda t: (t[0]**2 + t[1]**2 + t[2]**2, t)))
n_pw = len(G)
n_resp = int(np.sum((G**2).sum(1) <= 3))
GR = G[:n_resp]
where = {tuple(t): i for i, t in enumerate(G)}
minus = np.array([[where.get(tuple(h - s), n_pw) for h in G] for s in GR])
plus = np.array([[where.get(tuple(h + s), n_pw) for h in G] for s in GR])
dG2 = ((G[:, None] - G[None])**2).sum(-1)
V_ext = (-depth * (2*np.pi)**1.5 * width**3 / vol
         * np.exp(-0.5 * g**2 * dG2 * width**2))


def bands(k):
    """Energies and real plane-wave coefficients; k in units of g."""
    kin = 0.5 * g**2 * ((k[:, None] + G[None])**2).sum(-1)
    return np.linalg.eigh(V_ext[None] + kin[:, :, None] * np.eye(n_pw))


def mesh(n, shift=0.5):
    x = (np.arange(n) + shift) / n
    x = x - (0.5 if shift else 0.0)
    return np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T


def shifted(c, table):
    """Coefficients moved by each response vector, zero outside the basis."""
    return np.pad(c, ((0, 0), (0, 1)))[:, table]


def transitions(k):
    """Transition energies and scaled pair densities in the limit q->0."""
    e, C = bands(k)
    cv, cc = C[:, :, 0], C[:, :, 1:]
    D = e[:, 1:] - e[:, :1]
    R = shifted(cv, minus) @ cc
    px = g * (k[:, :1] + G[None, :, 0])
    R[:, 0, :] = np.einsum("kg,kgc->kc", cv * px, cc) / D
    return D.ravel(), R.transpose(1, 0, 2).reshape(n_resp, -1), len(k)


def X_limit(tr, w):
    D, R, nk = tr
    return 4 / (nk * vol) * (R * (D / (w**2 - D**2))) @ R.T


def chi0_q(k, q, w):
    """chi0 at finite q from its definition, both time orderings explicit."""
    e1, C1 = bands(k)
    e2, C2 = bands(k + np.array([q / g, 0, 0]))
    r1 = shifted(C1[:, :, 0], minus) @ C2[:, :, 1:]
    r2 = shifted(C2[:, :, 0], plus) @ C1[:, :, 1:]
    w1 = 1 / (w - (e2[:, 1:] - e1[:, :1]))
    w2 = -1 / (w + (e1[:, 1:] - e2[:, :1]))
    ax = ([0, 2], [0, 2])
    s = (np.tensordot(r1 * w1[:, None], r1, axes=ax)
         + np.tensordot(r2 * w2[:, None], r2, axes=ax))
    return 2 / (len(k) * vol) * s


def eps_q(chi0, f, q):
    """Macroscopic dielectric function by full inversion at finite q."""
    qG = g * GR + np.array([q, 0, 0])
    v = 4 * np.pi / (qG**2).sum(1)
    chi = np.linalg.solve(np.eye(n_resp) - chi0 @ (np.diag(v) + f), chi0)
    return 1 / (1 + v[0] * chi[0, 0])


def a_of(X, K):
    return -np.linalg.solve(np.eye(n_resp) - X @ K, X)[0, 0]


def binding_numbers(X, K):
    """Eigenvalues of K(-X); each one below -1 is a pole below w."""
    return np.sort(np.linalg.eigvals(-K @ X).real)


# ---- band structure: insulating, direct edge at X
e_sym = bands(mesh(4, 0.0))[0]
gap_ind = e_sym[:, 1].min() - e_sym[:, 0].max()
e_X = bands(np.array([[0.5, 0, 0]]))[0][0]
edge = e_X[1] - e_X[0]
assert gap_ind > 0
assert np.min(e_sym[:, 1] - e_sym[:, 0]) > edge - 1e-9

# ---- density and ALDA kernel
k4 = mesh(4)
C4 = bands(k4)[1][:, :, 0]
m = 18
box = np.zeros((len(k4), m, m, m))
box[:, G[:, 0] % m, G[:, 1] % m, G[:, 2] % m] = C4
psi = np.fft.ifftn(box, axes=(1, 2, 3)) * m**3
dens = 2 / (len(k4) * vol) * (abs(psi)**2).sum(0)
assert abs(dens.mean() * vol - 2) < 1e-10
XC = "LDA_X,LDA_C_PW"
flat = dens.ravel()
f_r = np.ravel(libxc.eval_xc(XC, flat, spin=0, deriv=2)[2][0])
vxc = [np.ravel(libxc.eval_xc(XC, flat * s, spin=0, deriv=1)[1][0])
       for s in (1 + 1e-4, 1 - 1e-4)]
assert np.allclose((vxc[0] - vxc[1]) / (2e-4 * flat), f_r, rtol=1e-4)
f_G = np.fft.fftn(f_r.reshape(m, m, m)).real / m**3
d = (GR[:, None] - GR[None]) % m
f_alda = f_G[d[..., 0], d[..., 1], d[..., 2]]
f_body = f_alda.copy()
f_body[0, :] = f_body[:, 0] = 0
v_body = np.zeros(n_resp)
v_body[1:] = 4 * np.pi / (g**2 * (GR[1:]**2).sum(1))
K_rpa = np.diag(v_body)
K_alda = K_rpa + f_body

# ---- pair overlaps: valence-conduction vanishes, conduction-conduction -> 1
qs = (0.02, 0.01)
k0 = np.array([[0.11, 0.23, 0.34]])
c0 = bands(k0)[1][0]
ov = []
for q in qs:
    c1 = bands(k0 + np.array([q / g, 0, 0]))[1][0]
    ov.append([abs(c0[:, 0] @ c1[:, 1]), abs(c0[:, 1] @ c1[:, 1]),
               abs(c0[:, 0] @ c1[:, 0])])
assert abs(ov[0][0] / ov[1][0] - 2) < 0.1
assert min(ov[1][1:]) > 0.99

# ---- finite q against the scaled limit, four kernels
w_t, alpha_t, beta_t, eta_t = 0.5 * edge, 4.0, 1.0, 1.0
X4 = X_limit(transitions(k4), w_t)
sgn = np.where((GR**2).sum(1) == 1, GR[:, 0], 0)
heads, eps_base, change = [], [], []
for q in qs:
    c = chi0_q(k4, q, w_t)
    heads.append(c[0, 0] / q**2)
    base = eps_q(c, f_body, q)
    f1, f2, f3 = f_body.copy(), f_body.copy(), f_body.copy()
    f1[0, 0] = -beta_t / q
    f2[0, 0] = -alpha_t / q**2
    f3[0, :] = f3[:, 0] = -eta_t * sgn / q
    eps_base.append(base)
    change.append([eps_q(c, f, q) - base for f in (f_alda, f1, f2, f3)])
change = np.array(change)
ratio = change[0] / change[1]
assert abs(ratio[0] - 4) < 0.2 and abs(ratio[1] - 2) < 0.1
assert np.all(abs(ratio[2:] - 1) < 0.02)


def to_zero(y):
    """Remove the q^2 error using q and q/2."""
    return (4 * y[1] - y[0]) / 3


assert abs(to_zero(heads) / X4[0, 0] - 1) < 3e-4
a4 = a_of(X4, K_alda)
eps_lim = 1 + 4 * np.pi * a4
eps_lim_head = 1 + 4 * np.pi * a4 / (1 - alpha_t * a4)
K_wing = K_alda.copy()
K_wing[0, :] = K_wing[:, 0] = -eta_t * sgn
eps_lim_wing = 1 + 4 * np.pi * a_of(X4, K_wing)
eps0 = np.array(eps_base)
assert abs(to_zero(eps0) / eps_lim - 1) < 3e-4
assert abs(to_zero(eps0 + change[:, 0]) / eps_lim - 1) < 3e-4
assert abs(to_zero(eps0 + change[:, 2]) / eps_lim_head - 1) < 1e-3
assert abs(to_zero(eps0 + change[:, 3]) / eps_lim_wing - 1) < 1e-3

# ---- pole condition and pole count against transition-space diagonalization
tr2 = transitions(mesh(2))
D2, R2, nk2 = tr2
w_c = 0.9 * D2.min()
K_c = K_alda.copy()
K_c[0, 0] = -1 / a_of(X_limit(tr2, w_c), K_alda)
U = R2 * np.sqrt(D2)
casida = np.diag(D2**2) + 4 / (nk2 * vol) * U.T @ K_c @ U
w2 = np.linalg.eigvalsh(casida)
assert np.min(abs(w2 - w_c**2)) < 1e-8
for frac in (0.85, 0.95):
    w = frac * D2.min()
    count = np.sum(binding_numbers(X_limit(tr2, w), K_c) < -1)
    assert count == np.sum(w2 < w**2)

# ---- behaviour at the true edge as the k mesh is refined
sizes = (6, 8, 12)
trs = {n: transitions(mesh(n)) for n in sizes}
XE = {n: X_limit(trs[n], edge) for n in sizes}
for n in sizes:
    assert trs[n][0].min() > edge
a_bare = {n: -XE[n][0, 0] for n in sizes}
a_edge = {n: a_of(XE[n], K_alda) for n in sizes}
mu = {n: binding_numbers(XE[n], K_alda)[0] for n in sizes}
# an integrable 1/k^2 peak leaves a mesh error linear in 1/n at leading order
predicted = a_bare[6] + 2 * (a_bare[8] - a_bare[6])
assert abs(predicted / a_bare[12] - 1) < 0.05


def extrapolate(y):
    return y[12] + 2 * (y[12] - y[8])


mu_inf, a_inf = extrapolate(mu), extrapolate(a_edge)
assert min(mu.values()) > -1 and mu_inf > -1

# ---- a 1/q^2 head: threshold and bound exciton
X0 = X_limit(trs[12], 0.0)
a_none, a_rpa, a_alda = -X0[0, 0], a_of(X0, K_rpa), a_of(X0, K_alda)
th12, unstable = 1 / a_edge[12], 1 / a_alda
alpha = 0.5 * (th12 + unstable)
K_lo, K_hi = K_alda.copy(), K_alda.copy()
K_lo[0, 0], K_hi[0, 0] = -0.8 * th12, -alpha
mu_lo = binding_numbers(XE[12], K_lo)[0]
mu_hi = binding_numbers(XE[12], K_hi)[0]
assert mu_lo > -1 and mu_hi < -1
w_b = {n: brentq(lambda w: alpha * a_of(X_limit(trs[n], w), K_alda) - 1,
                 0.0, edge, xtol=1e-10) for n in (8, 12)}
bind = edge - w_b[12]
assert bind > 0 and abs(w_b[8] - w_b[12]) < 0.1 * bind

print(f"lattice constant {a_lat:.1f} bohr; well depth {depth:.1f} hartree; "
      f"well width {width:.1f} bohr")
print(f"plane waves {n_pw}; response vectors G {n_resp}")
print(f"indirect gap {gap_ind:.4f} hartree")
print(f"direct edge at X {edge:.4f} hartree = {edge*HA_EV:.2f} eV")
print(f"density min, max {dens.min():.5f}, {dens.max():.5f} bohr^-3")
print(f"ALDA head f_00 {f_alda[0, 0]:.3f} hartree bohr^3")
print(f"Coulomb v_G, shortest G {v_body[1]:.3f} hartree bohr^3")
print("overlaps at one general k (dimensionless): |<v|c>|, |<c|c>|, |<v|v>|")
for q, o in zip(qs, ov):
    print(f"  q={q:.2f} bohr^-1: {o[0]:.6f}, {o[1]:.6f}, {o[2]:.6f}")
print(f"finite-q tests: 4x4x4 k mesh, w = {w_t:.4f} hartree")
for q, h in zip(qs, heads):
    print(f"  chi0_00/q^2 at q={q:.2f} bohr^-1: {h:.6f} a.u.")
print(f"  chi0_00/q^2, k.p limit: {X4[0, 0]:.6f} a.u.")
print(f"  eps_M limit, ALDA body only: {eps_lim:.5f}")
print(f"  strengths: beta {beta_t:.1f}, alpha {alpha_t:.1f}, "
      f"eta {eta_t:.1f} a.u.")
print("  change of eps_M at q=0.02, q=0.01 bohr^-1, and their ratio:")
names = ("ALDA head and wings", "head -beta/q", "head -alpha/q^2",
         "wings -+eta/q")
for i, name in enumerate(names):
    print(f"   {name}: {change[0, i]:.3e}, {change[1, i]:.3e}, "
          f"{ratio[i]:.3f}")
print(f"  eps_M limit with head -alpha/q^2: {eps_lim_head:.5f}")
print(f"  eps_M limit with wings -+eta/q: {eps_lim_wing:.5f}")
print("at the direct edge, n x n x n mesh: bare a, ALDA a (a.u.), "
      "lowest ALDA binding eigenvalue")
for n in sizes:
    print(f"  n={n}: {a_bare[n]:.5f}, {a_edge[n]:.5f}, {mu[n]:.4f}")
print(f"  extrapolated ALDA a {a_inf:.5f} a.u.; eigenvalue {mu_inf:.4f}")
print("static eps_M, n=12:")
print(f"  no local fields {1 + 4*np.pi*a_none:.4f}")
print(f"  RPA local fields {1 + 4*np.pi*a_rpa:.4f}")
print(f"  ALDA {1 + 4*np.pi*a_alda:.4f}")
eps_alpha = 1 + 4 * np.pi * a_alda / (1 - alpha * a_alda)
print(f"  ALDA body with head -alpha/q^2, chosen alpha {eps_alpha:.4f}")
print(f"threshold alpha: n=12 {th12:.3f}, extrapolated {1/a_inf:.3f} a.u.")
print(f"instability alpha, n=12: {unstable:.3f} a.u.")
print(f"chosen alpha (midway, n=12): {alpha:.3f} a.u.")
print(f"lowest binding eigenvalue at edge: 0.8 threshold {mu_lo:.4f}, "
      f"chosen alpha {mu_hi:.4f}")
print(f"exciton energy: n=8 {w_b[8]:.5f}, n=12 {w_b[12]:.5f} hartree")
print(f"binding energy {bind:.5f} hartree = {bind*HA_EV:.3f} eV")
print("OK")
```

Running it gives:

```
lattice constant 4.0 bohr; well depth 2.4 hartree; well width 1.0 bohr
plane waves 57; response vectors G 27
indirect gap 0.2439 hartree
direct edge at X 0.4807 hartree = 13.08 eV
density min, max 0.00063, 0.30863 bohr^-3
ALDA head f_00 -7.993 hartree bohr^3
Coulomb v_G, shortest G 5.093 hartree bohr^3
overlaps at one general k (dimensionless): |<v|c>|, |<c|c>|, |<v|v>|
  q=0.02 bohr^-1: 0.000782, 0.999975, 0.999970
  q=0.01 bohr^-1: 0.000373, 0.999994, 0.999993
finite-q tests: 4x4x4 k mesh, w = 0.2403 hartree
  chi0_00/q^2 at q=0.02 bohr^-1: -0.078215 a.u.
  chi0_00/q^2 at q=0.01 bohr^-1: -0.078112 a.u.
  chi0_00/q^2, k.p limit: -0.078077 a.u.
  eps_M limit, ALDA body only: 1.91177
  strengths: beta 1.0, alpha 4.0, eta 1.0 a.u.
  change of eps_M at q=0.02, q=0.01 bohr^-1, and their ratio:
   ALDA head and wings: 5.163e-05, 1.292e-05, 3.995
   head -beta/q: 1.330e-03, 6.626e-04, 2.007
   head -alpha/q^2: 3.744e-01, 3.732e-01, 1.003
   wings -+eta/q: 1.570e-01, 1.568e-01, 1.002
  eps_M limit with head -alpha/q^2: 2.28458
  eps_M limit with wings -+eta/q: 2.06848
at the direct edge, n x n x n mesh: bare a, ALDA a (a.u.), lowest ALDA binding eigenvalue
  n=6: 0.25848, 0.22380, -0.0642
  n=8: 0.31009, 0.26634, -0.0654
  n=12: 0.36533, 0.31104, -0.0670
  extrapolated ALDA a 0.40044 a.u.; eigenvalue -0.0700
static eps_M, n=12:
  no local fields 1.9356
  RPA local fields 1.7682
  ALDA 1.8792
  ALDA body with head -alpha/q^2, chosen alpha 3.2687
threshold alpha: n=12 3.215, extrapolated 2.497 a.u.
instability alpha, n=12: 14.293 a.u.
chosen alpha (midway, n=12): 8.754 a.u.
lowest binding eigenvalue at edge: 0.8 threshold -0.7687, chosen alpha -3.0152
exciton energy: n=8 0.36503, n=12 0.36288 hartree
binding energy 0.11778 hartree = 3.205 eV
OK
```
